\section*{Primakoff cross section for neutral pion photoproduction in a Coulomb field}

\section{What is needed and why}

A program that tabulates neutral pion production on a grid of one-degree steps misses the Coulomb peak: for a photon of $5\times10^{9}$ eV it lies at $0.021$ degree. A program with the right shape but the wrong prefactor turns a measured rate into a wrong two-photon width, since the rate is proportional to that width. Both the angle and the prefactor follow from the formula derived here.

A photon of energy $E$ passes a fixed charge distribution of total charge $Z$ and becomes a neutral pion of mass $m$. With $\Gamma$ the partial width for decay into two photons, the unpolarized cross section is
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{8Z^2\Gamma E p^3\sin^2\theta\,|F(q)|^2}{m^3c^6q^4},
\label{main}
\end{equation}
where $\mathbf k$ and $\mathbf p$ are the photon and pion momenta, $\theta$ is the angle between them, $k=E/c$, $p^2=k^2-m^2c^2$ and $\mathbf q=\mathbf k-\mathbf p$. The charge form factor $F$ satisfies $F(0)=1$.

The algebra uses atomic units, $\hbar=m_e=e=1$ and $c=1/\alpha=137.036$, with Gaussian fields, so that a point charge has potential $Z/r$. For code that works in energies and lengths, the same formula reads
\begin{equation}
\frac{d\sigma}{d\Omega}=8\alpha Z^2\Gamma(\hbar c)^2
\frac{E(pc)^3\sin^2\theta\,|F|^2}{(mc^2)^3(qc)^4}.
\label{units}
\end{equation}
In atomic units $\alpha(\hbar c)^2=c$, and the explicit powers of $c$ then reduce (\ref{units}) to (\ref{main}).

The model is of lowest order in the pion--photon coupling and in the Coulomb field. It leaves out production by the strong interaction and its interference with (\ref{main}), absorption of the pion, nuclear recoil, and events that leave the nucleus excited.

\section{Coupling and field normalization}

The pion field $\phi$ is real and odd under parity, as is $\mathbf E\cdot\mathbf B$, so their product can appear in the Lagrangian density:
\begin{equation}
\mathcal L=\tfrac12\left[\frac{\dot\phi^2}{c^2}-(\nabla\phi)^2-m^2c^2\phi^2\right]
+\frac{E^2-B^2}{8\pi}+g\,\phi\,\mathbf E\cdot\mathbf B .
\end{equation}
In this density $E$ means $|\mathbf E|$; elsewhere it is the energy. The coupling contains $\dot{\mathbf A}$ through $\mathbf E$. A Legendre transform is stationary with respect to the velocities, so a small change of the Lagrangian changes the Hamiltonian by the opposite amount at first order. Hence $H_{\rm int}=-g\int\phi\,\mathbf E\cdot\mathbf B\,d^3r$ to order $g$.

In a box of volume $V$, write one pion mode as $\phi=N(ae^{i\mathbf p\cdot\mathbf r-i\omega t}+\text{h.c.})$. Its kinetic part and its gradient-plus-mass part contribute equally, because $p^2+m^2c^2=\omega^2/c^2$. The mode energy is $VN^2(\omega^2/c^2)(aa^\dagger+a^\dagger a)$. Setting this equal to $\frac12\omega(aa^\dagger+a^\dagger a)$ gives
\begin{equation}
N=\sqrt{\frac{c^2}{2\omega V}} .
\end{equation}
For a photon mode with $\mathbf A=N_A\boldsymbol\epsilon(ae^{i\mathbf k\cdot\mathbf r-i\omega t}+\text{h.c.})$, the energy $\int(E^2+B^2)d^3r/8\pi$ equals $V\omega^2N_A^2(aa^\dagger+a^\dagger a)/(4\pi c^2)$, so $N_A^2=2\pi c^2/(\omega V)$. From $\mathbf E=-\dot{\mathbf A}/c$ and $\mathbf B=\nabla\times\mathbf A$, an absorbed photon contributes
\begin{equation}
\mathbf E\to i\sqrt{\frac{2\pi\omega}{V}}\,\boldsymbol\epsilon\,e^{i\mathbf k\cdot\mathbf r},\qquad
\mathbf B\to i\sqrt{\frac{2\pi\omega}{V}}\,(\hat{\mathbf k}\times\boldsymbol\epsilon)\,e^{i\mathbf k\cdot\mathbf r}.
\label{photon}
\end{equation}
An emitted photon contributes the complex conjugates. The polarization vectors are real.

\section{The width fixes the coupling}

A pion at rest decays into photons of momenta $\pm k\mathbf n$, each of energy $\omega=mc^2/2$. The product $\mathbf E\cdot\mathbf B$ creates the pair in two ways, with the polarization factor
\begin{align}
\boldsymbol\epsilon_1\cdot(-\mathbf n\times\boldsymbol\epsilon_2)
+\boldsymbol\epsilon_2\cdot(\mathbf n\times\boldsymbol\epsilon_1)
&=\mathbf n\cdot(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2)
+\mathbf n\cdot(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2)\nonumber\\
&=2\,\mathbf n\cdot(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2).
\end{align}
Of the four pairs of linear polarizations, the two perpendicular pairs give $\pm2$ and the two parallel pairs give zero. The sum of squares is 8. With $N^2=1/(2mV)$ for the pion at rest, and a factor $V$ from the space integral,
\begin{equation}
\sum|M|^2=g^2\,\frac{1}{2mV}\,(2\pi\omega)^2\,8=\frac{16\pi^2g^2\omega^2}{mV}.
\end{equation}
The golden rule needs a factor $\frac12$, since integrating over all directions counts each pair of identical photons twice:
\begin{align}
\Gamma&=\tfrac12\,2\pi\,V\!\int\!\frac{d^3k}{(2\pi)^3}\,\delta(mc^2-2ck)\,\frac{16\pi^2g^2\omega^2}{mV}\nonumber\\
&=\pi\,\frac{4\pi k^2}{8\pi^3}\,\frac1{2c}\,\frac{16\pi^2g^2\omega^2}{m}
=\frac{4\pi g^2k^2\omega^2}{mc}.
\end{align}
Inserting $k=mc/2$ and $\omega=mc^2/2$ gives
\begin{equation}
\Gamma=\frac{\pi}{4}g^2m^3c^5,\qquad g^2=\frac{4\Gamma}{\pi m^3c^5}.
\label{width}
\end{equation}

\section{Production in the Coulomb field}

Let $\rho$ be the static charge density and $ZF(q)=\int\rho\,e^{i\mathbf q\cdot\mathbf r}d^3r$. The transform of $-\nabla^2U=4\pi\rho$ gives $\tilde U=4\pi ZF/q^2$. Integrating $\mathbf E_C=-\nabla U$ by parts, with a factor $e^{-\mu r}$ to remove the surface term and $\mu\to0$ afterwards, gives
\begin{equation}
\int\mathbf E_C\,e^{i\mathbf q\cdot\mathbf r}\,d^3r=\frac{4\pi iZF(q)}{q^2}\,\mathbf q .
\end{equation}

The source has no magnetic field, so the term linear in both fields is $\mathbf E_C\cdot\mathbf B$ with the photon's $\mathbf B$ from (\ref{photon}). A fixed source takes up momentum but no energy, and the pion energy is also $E$. Thus
\begin{align}
M&=-g\sqrt{\frac{c^2}{2EV}}\;i\sqrt{\frac{2\pi E}{V}}\;\frac{4\pi iZF}{q^2}\;
\mathbf q\cdot(\hat{\mathbf k}\times\boldsymbol\epsilon)\nonumber\\
&=\frac{g\,c\sqrt\pi}{V}\,\frac{4\pi ZF}{q^2}\;\mathbf q\cdot(\hat{\mathbf k}\times\boldsymbol\epsilon).
\end{align}
Since $\mathbf k\cdot(\hat{\mathbf k}\times\boldsymbol\epsilon)=0$, the last factor is $-\mathbf p\cdot(\hat{\mathbf k}\times\boldsymbol\epsilon)$, of magnitude $p\sin\theta\,|\sin\chi|$, where $\chi$ is the angle between $\boldsymbol\epsilon$ and the production plane. The amplitude vanishes in the forward direction, where the Coulomb field component that transfers the momentum is parallel to $\mathbf k$ and so perpendicular to $\mathbf B$. It also vanishes for polarization in the production plane. For unpolarized photons $\sin^2\chi$ averages to $\frac12$:
\begin{equation}
\overline{|M|^2}=\frac{8\pi^3g^2c^2Z^2|F|^2p^2\sin^2\theta}{V^2q^4}.
\end{equation}

The incident flux is $c/V$. From $E^2=p^2c^2+m^2c^4$, $p^2\,dp/dE=pE/c^2$. The golden rule gives
\begin{align}
\frac{d\sigma}{d\Omega}&=\frac Vc\,2\pi\,\frac{V}{(2\pi)^3}\,\frac{pE}{c^2}\,\overline{|M|^2}
=\frac{V^2pE}{4\pi^2c^3}\,\overline{|M|^2}\nonumber\\
&=\frac{2\pi g^2Z^2Ep^3\sin^2\theta\,|F|^2}{c\,q^4}.
\end{align}
Substituting $g^2$ from (\ref{width}) gives (\ref{main}). The factor $Z^2$ shows that the whole charge acts coherently, with $F$ measuring the loss of coherence. The width enters because the coupling that joins one real and one Coulomb photon to the pion also drives the decay. This assumes that $g$ keeps its real-photon value at every $q$ where the formula is used, an assumption that is safest at small $q$.

\section{Position and height of the peak}

For a point charge, $F=1$. Put $x=\cos\theta$, $a=k^2+p^2$ and $b=2kp$, so that $q^2=a-bx$. The angular factor has the derivative
\begin{equation}
\frac{d}{dx}\frac{1-x^2}{(a-bx)^2}
=\frac{-2x(a-bx)+2b(1-x^2)}{(a-bx)^3}
=\frac{2(b-ax)}{(a-bx)^3},
\end{equation}
which changes from positive to negative at $x=b/a$. Because $a^2-b^2=(k^2-p^2)^2=(mc)^4$ and $a=2k^2-m^2c^2$,
\begin{equation}
\sin\theta_{\rm pk}=\frac{m^2c^4}{2E^2-m^2c^4}=\frac{\theta_0}{1-\theta_0},
\qquad \theta_0=\frac{m^2c^4}{2E^2}.
\label{peak}
\end{equation}
For $E\gg mc^2$ the peak is at $\theta_0$. Toward threshold, $E\to mc^2$, the point-charge peak moves to $90$ degrees and the shape becomes $\sin^2\theta$, because $q$ no longer depends on angle.

At the maximum $q_{\rm pk}^2=(a^2-b^2)/a=(mc)^4/(k^2+p^2)$. Hence $\sin^2\theta/q^4=1/(a^2-b^2)=1/(mc)^4$, and the height is
\begin{equation}
\left(\frac{d\sigma}{d\Omega}\right)_{\rm pk}=\frac{8Z^2\Gamma Ep^3}{m^7c^{10}} .
\label{height}
\end{equation}

At high energy and small angle, $k-p=m^2c^2/(k+p)\simeq k\theta_0$, so $q^2\simeq k^2(\theta^2+\theta_0^2)$. With $(mc)^4=4k^4\theta_0^2$,
\begin{equation}
\frac{d\sigma}{d\Omega}\simeq\left(\frac{d\sigma}{d\Omega}\right)_{\rm pk}
\frac{4\theta^2\theta_0^2}{(\theta^2+\theta_0^2)^2}.
\label{shape}
\end{equation}
Below $\theta_0$ the forward zero sets the shape; above it the Coulomb factor $1/q^4$ wins. A histogram in $\theta$ rather than in solid angle has an extra factor $2\pi\sin\theta$. It follows $\theta^3/(\theta^2+\theta_0^2)^2$, whose logarithmic derivative vanishes when $3/\theta=4\theta/(\theta^2+\theta_0^2)$, at $\theta=\sqrt3\,\theta_0$.

\section{Integrated cross section}

Integration by parts, with a vanishing boundary term, gives
\begin{align}
\int_{-1}^{1}\frac{1-x^2}{(a-bx)^2}dx
&=\frac2b\int_{-1}^{1}\frac{x\,dx}{a-bx}
=\frac2b\int_{-1}^{1}\left[-\frac1b+\frac{a/b}{a-bx}\right]dx\nonumber\\
&=\frac{2}{b^2}\left[\frac ab\ln\frac{a+b}{a-b}-2\right].
\end{align}
Multiplying by $2\pi$ and the prefactor of (\ref{main}), and using $b^2=4k^2p^2$ with $k=E/c$, yields
\begin{equation}
\sigma=\frac{8\pi Z^2\Gamma p}{m^3c^4E}
\left[\frac ab\ln\frac{a+b}{a-b}-2\right].
\end{equation}
Here $(a+b)/(a-b)=(k+p)^4/(mc)^4$. At high energy this tends to $(2E/mc^2)^4$, while $a/b\to1$ and $p/E\to1/c$:
\begin{equation}
\sigma\simeq\frac{16\pi Z^2\Gamma}{m^3c^5}
\left[\ln\frac{4E^2}{m^2c^4}-1\right].
\label{total}
\end{equation}
The height grows as $E^4$ but the solid angle of the peak shrinks as $\theta_0^2\propto E^{-4}$, leaving a logarithm from the tail.

For a detector that accepts $\theta<\Theta\ll1$, set $s=\theta^2/\theta_0^2$ and $S=\Theta^2/\theta_0^2$ in (\ref{shape}). Since $2\pi\theta\,d\theta=\pi\theta_0^2ds$,
\begin{align}
\sigma(\Theta)&\simeq4\pi\theta_0^2\left(\frac{d\sigma}{d\Omega}\right)_{\rm pk}
\int_0^S\frac{s\,ds}{(1+s)^2}\nonumber\\
&=\frac{8\pi Z^2\Gamma}{m^3c^5}\left[\ln(1+S)-\frac{S}{1+S}\right].
\label{accept}
\end{align}

\section{Worked numbers}

Take round parameters: $E=5\times10^9$ eV, $mc^2=1.35\times10^8$ eV, $\Gamma=8$ eV and $Z=50$. Then
\begin{equation}
\theta_0=\frac{(1.35\times10^8)^2}{2(5\times10^9)^2}=3.645\times10^{-4}\ \text{rad}.
\end{equation}
Equation (\ref{peak}) gives $3.646\times10^{-4}$ rad, or $0.0209$ degree. With $\hbar c=1973.3$ eV\,\AA\ and $pc/E=0.99964$, the height in the form of (\ref{units}) is
\begin{equation}
\frac{8(50)^2(8)}{137.036}\,(1973.3)^2\,
\frac{(0.99964)^3(5\times10^9)^4}{(1.35\times10^8)^7}
=3.47\times10^{-9}\ \text{\AA}^2/\text{sr},
\end{equation}
or $1.24\times10^{-8}$ bohr$^2$/sr.

The high-energy angle is not safe at low energy. For $E=2mc^2$, $\theta_0=0.125$ rad, while (\ref{peak}) gives $\arcsin(1/7)=0.1433$ rad; the approximation is 13\% below the point-charge value.

To see the effect of nuclear size, let the charge fill a sphere of radius $R=6\times10^{-5}$ \AA\ uniformly. With $y=qR$,
\begin{equation}
F=\frac{3}{R^3}\int_0^Rr^2\frac{\sin qr}{qr}dr
=\frac{3(\sin y-y\cos y)}{y^3}\simeq1-\frac{y^2}{10}.
\end{equation}
At the peak $q_{\rm pk}=1306$ \AA$^{-1}$, so $y=0.0784$ and $|F|^2=0.9988$. Farther out the loss grows:
\begin{center}
\begin{tabular}{ccc}
$\theta/\theta_0$ & point (\AA$^2$/sr) & sphere (\AA$^2$/sr)\\
0.5 & $2.222\times10^{-9}$ & $2.220\times10^{-9}$\\
1 & $3.473\times10^{-9}$ & $3.469\times10^{-9}$\\
2 & $2.224\times10^{-9}$ & $2.217\times10^{-9}$\\
10 & $1.363\times10^{-10}$ & $1.281\times10^{-10}$
\end{tabular}
\end{center}

The total is far more sensitive. Equation (\ref{total}) gives $8.84\times10^{-14}$ \AA$^2$ for the point charge. Adaptive quadrature of (\ref{main}) with the sphere gives $3.34\times10^{-14}$ \AA$^2$, or 38\% of the point-charge total. The reason is the tail: with $S=100$, (\ref{accept}) places only about $2.1\times10^{-14}$ \AA$^2$ of the point-charge total inside $10\theta_0$. The rest lies at larger $q$, where the form factor acts. The point-charge tail also reaches $q$ where a constant $g$ cannot be trusted: a model fall-off $g\propto[1+(qc/0.775\ \text{GeV})^2]^{-1}$ lowers the point-charge total to $5.9\times10^{-14}$ \AA$^2$ but the sphere total only to $3.33\times10^{-14}$ \AA$^2$. A point-charge total is therefore a poor substitute for an integral over the real charge distribution, even when the peak is accurate.

\section{Implementation and limits of use}

Direct evaluation of $q^2=k^2+p^2-2kp\cos\theta$ subtracts nearly equal numbers near the peak. The equivalent form
\begin{equation}
q^2=\left(\frac{m^2c^2}{k+p}\right)^2+4kp\sin^2\frac\theta2
\end{equation}
avoids this; in double precision the direct form has a relative error of about $10^{-9}$ at the peak for $E=5\times10^9$ eV, but about $10^{-2}$ for $5\times10^{11}$ eV. For integration, $u=\ln\tan(\theta/2)$ resolves both peak and tail; since $du=d\theta/\sin\theta$, the measure is $d\Omega=2\pi\sin^2\theta\,du$.

Two neglected effects can be estimated at the peak. A nucleus of 120 atomic mass units recoils with energy $q_{\rm pk}^2/2M=30$ eV, against a longitudinal transfer $(k-p)c=1.8\times10^6$ eV. Two K electrons with density $(Z^3/\pi)e^{-2Zr}$ each have the form factor $[1+(q/2Z)^2]^{-2}$, and reduce the amplitude by a fraction
\begin{equation}
\frac2Z\left[1+\left(\frac{q_{\rm pk}}{2Z}\right)^2\right]^{-2}=1.7\times10^{-5}.
\end{equation}
This is a nonrelativistic estimate for the K shell alone. The Dirac $1s$ density for a point nucleus, which is larger close to the nucleus, raises it to $3.9\times10^{-5}$, still negligible.

Equations (\ref{peak}) and (\ref{height}) hold for a point charge at any energy, and for a bare extended charge when $q_{\rm pk}R\ll1$. For a nucleus inside an atom they also need $q_{\rm pk}\gg2Z$ in atomic units, and since $q_{\rm pk}\propto1/E$ this fails at high energy: for $Z=50$ the K-shell estimate above already gives about 2\% of the amplitude at $5\times10^{10}$ eV, and a rough model of all shells with Slater screening halves the height and moves the peak out by about 30\% at $5\times10^{11}$ eV. The forms $\theta_{\rm pk}\simeq\theta_0$, (\ref{shape}), (\ref{total}) and (\ref{accept}) are point-charge results that also require $E\gg mc^2$; (\ref{shape}) and (\ref{accept}) are further limited to small angles. At larger angles, or near threshold where $q\simeq mc$, the form factor matters. Strong production that leaves the nucleus in its ground state must then be added as an amplitude before squaring, while events that excite the nucleus add as separate cross sections. A width should be extracted from data with both contributions, pion absorption and the detector's angular resolution included.

All numerical values are calculated from the stated model.
